# Voltage-Driven Pull-In of an Incompressible Dielectric Elastomer Film

A uniform elastomer film of initial thickness $t_0$ and constant volume $\Omega$ lies between two thin, perfectly compliant electrodes. Its edges are free and no external load acts. The permittivity $\varepsilon=\kappa\varepsilon_0$ does not depend on strain, and SI units are used. The deformation stays uniform, so wrinkling and local thinning are excluded.

Let $t$ be the present thickness and $x=\ln(t/t_0)$, which is negative when the film is thinner than at the start. The in-plane logarithmic strains are $a$ and $b$. Incompressibility requires $a+b+x=0$. The elastic energy per unit volume is

$$w=\frac{Y}{3}\left(a^2+b^2+x^2\right).$$

Stress is positive in tension. Answer all parts.

### (a) The thickness stress

**Question.** A stress $\sigma$ acts through the thickness while the film is free to relax in its plane. Show that $\sigma=Y\ln(t/t_0)$.

**Answer.** At fixed $x$, put $b=-x-a$:

$$w=\frac{Y}{3}\left[a^2+(x+a)^2+x^2\right].$$

The film chooses $a$ to minimise this energy:

$$\frac{\partial w}{\partial a}=\frac{Y}{3}\left[2a+2(x+a)\right]=0
\quad\Rightarrow\quad a=b=-\frac{x}{2}.$$

Hence

$$w=\frac{Y}{3}\left(\frac{x^2}{4}+\frac{x^2}{4}+x^2\right)=\frac{Y}{2}x^2.$$

The true stress acts on the present area $A=\Omega/t$. Its work in a thickness change $dt$ is $\sigma A\,dt=\sigma\Omega\,dt/t=\sigma\Omega\,dx$. Equating this to $\Omega\,dw$ gives

$$\sigma=\frac{dw}{dx}=Yx=Y\ln\frac{t}{t_0}.$$

### (b) The electric pressure

**Question.** The electrodes are held at voltage $V$. Find the effective compressive pressure on the film, and compare it with the pressure at fixed electrode area.

**Answer.** Because $A=\Omega/t$, the capacitance is

$$C=\frac{\varepsilon A}{t}=\frac{\varepsilon\Omega}{t^2}.$$

When $C$ changes by $dC$ at constant voltage, the battery delivers charge $V\,dC$ and does work $V^2dC$. The field energy rises by $\tfrac12V^2dC$. The electric part of the potential of film and battery together therefore changes by $\tfrac12V^2dC-V^2dC=-\tfrac12V^2dC$, so that it equals $-\tfrac12CV^2$.

The force conjugate to $t$ is minus the derivative of this potential:

$$F=\frac{V^2}{2}\frac{dC}{dt}
=-\frac{\varepsilon\Omega V^2}{t^3}
=-A\,\frac{\varepsilon V^2}{t^2}.$$

The negative sign means that the force thins the film. The effective pressure is

$$p=\varepsilon\left(\frac{V}{t}\right)^2.$$

At fixed area, $C=\varepsilon A/t$ and $dC/dt=-\varepsilon A/t^2$, which gives half this pressure. The other half comes from the area gain that accompanies thinning at constant volume: $dA=-A\,dt/t$ changes the capacitance by a further $\varepsilon\,dA/t=-\varepsilon A\,dt/t^2$.

### (c) Loss of equilibrium

**Question.** The voltage is raised slowly from zero. Show that equilibrium ends when $t/t_0=\exp(-1/2)$, and find the voltage and true field at that point.

**Answer.** Since $t=t_0e^x$, the total potential per unit volume is

$$g(x)=\frac{Y}{2}x^2-\frac{\varepsilon V^2}{2t_0^2}e^{-2x}.$$

Equilibrium requires

$$g'(x)=Yx+\frac{\varepsilon V^2}{t_0^2}e^{-2x}=0,$$

which is the stress balance $\sigma=-p$. With the reduced voltage $v=(V/t_0)\sqrt{\varepsilon/Y}$, it becomes

$$v^2=-x\,e^{2x}.$$

At small voltage $x\simeq-v^2$, so the fractional thinning is approximately $\varepsilon V^2/(Yt_0^2)$. At larger voltage, thinning raises the field and hence the pressure. To find where this feedback wins, differentiate:

$$\frac{d(v^2)}{dx}=-e^{2x}-2xe^{2x}=-(1+2x)e^{2x}.$$

As $x$ decreases from zero, $v^2$ rises until $x=-\tfrac12$ and then falls towards zero. The maximum is therefore at

$$\frac{t}{t_0}=e^{-1/2}\simeq0.607,
\qquad v^2=\frac{1}{2e}.$$

Here $e$ is the base of natural logarithms. The film has lost about 39 percent of its thickness. Restoring the units gives

$$V_{\mathrm{PI}}=t_0\sqrt{\frac{Y}{2e\varepsilon}},
\qquad
\frac{V_{\mathrm{PI}}}{t}=\frac{V_{\mathrm{PI}}}{t_0}e^{1/2}
=\sqrt{\frac{Y}{2\varepsilon}}.$$

For $V>V_{\mathrm{PI}}$, $v^2$ exceeds $-xe^{2x}$ at every $x$. Then $g'(x)>0$ everywhere, the potential falls steadily towards smaller thickness, and the model film thins without limit. This is pull-in. The modulus, permittivity and initial thickness set its voltage, but cancel from the thickness ratio.

### (d) Stability and the two branches

**Question.** Determine which equilibria are stable, allowing for unequal in-plane strains. Solve for the thickness at a given voltage.

**Answer.** Put $a=-x/2+s$ and $b=-x/2-s$. Then $a^2+b^2=x^2/2+2s^2$, and

$$w=\frac{Y}{2}x^2+\frac{2Y}{3}s^2.$$

The electric energy depends on $x$ alone. The variable $s$ therefore decouples and has positive stiffness $4Y/3$, so unequal in-plane strain cannot cause an earlier instability in this model. For the thickness,

$$g''(x)=Y-\frac{2\varepsilon V^2}{t_0^2}e^{-2x}.$$

At equilibrium $(\varepsilon V^2/t_0^2)e^{-2x}=-Yx$, hence

$$g''(x)=Y(1+2x).$$

Equilibria with $x>-\tfrac12$ are stable and those with $x<-\tfrac12$ are unstable. The stiffness vanishes at pull-in.

Multiplying the equilibrium equation by $-2$ gives $2xe^{2x}=-2v^2$. The Lambert function is defined by $W(z)e^{W(z)}=z$, so

$$\frac{t}{t_0}=\exp\left[\frac{W(-2v^2)}{2}\right].$$

Below pull-in there are two real branches. The principal branch $W_0\ge-1$ is stable and the lower branch $W_{-1}\le-1$ is unstable. They meet at $W=-1$, where $x=-\tfrac12$.

### (e) Control by charge

**Question.** The electrodes now carry a fixed charge $Q$ and are disconnected from the battery. Does the uniform film still pull in?

**Answer.** No battery work enters, and the electric energy is

$$\frac{Q^2}{2C}=\frac{Q^2t^2}{2\varepsilon\Omega}.$$

With $K=Q^2t_0^2/(\varepsilon\Omega^2)$, the total energy per unit volume and its second derivative are

$$g_Q=\frac{Y}{2}x^2+\frac{K}{2}e^{2x},
\qquad g_Q''=Y+2Ke^{2x}>0.$$

The slope $g_Q'=Yx+Ke^{2x}$ rises steadily from $-\infty$ to $+\infty$. There is one uniform equilibrium for each charge, and it is stable against uniform thinning, so there is no uniform pull-in.

Since $Q=CV=\varepsilon\Omega V/t^2$, the term $Ke^{2x}$ equals $\varepsilon V^2/t^2$. The equilibrium curve is thus the same as in part (c), but a film that stays uniform passes smoothly through $x=-\tfrac12$, where its voltage peaks. At twice the charge reached at that peak, $t/t_0=0.407$. Because $V=Qt^2/(\varepsilon\Omega)$, the voltage relative to the peak is $2(0.407/0.607)^2\simeq0.90$. More charge is then held at lower voltage.

This stability holds only while the deformation stays uniform. On conducting electrodes charge can flow from one region to another at fixed total charge. One region can then thin while another thickens, and that mode has the stiffness found under voltage control. For two mechanically independent halves it is $Y(1+2x)$, which vanishes at $t/t_0=0.607$. For two halves that share their transverse strain it is $Y(\tfrac43+2x)$, which vanishes at $t/t_0=e^{-2/3}\simeq0.513$. The state at $t/t_0=0.407$ is therefore unstable to local thinning unless the charge is held in place. In the film of part (g) its field would also be 1.04 MV/cm, above the breakdown strength assumed there.

### (f) Dependence on the stress law

**Question.** Find the pull-in thickness if the true stress is instead $Y(t/t_0-1)$. Then return to the logarithmic law and find the effect of clamping one in-plane direction.

**Answer.** Let $r=t/t_0$. The balance $Y(r-1)=-\varepsilon V^2/(t_0^2r^2)$ gives

$$v^2=r^2(1-r),\qquad
\frac{d(v^2)}{dr}=r(2-3r)=0
\quad\Rightarrow\quad r=\frac23.$$

Both laws have modulus $Y$ at small strain, yet their pull-in thicknesses differ. The ratio $e^{-1/2}$ therefore belongs to the logarithmic law and is not universal.

If one direction is clamped, $b=0$ and $a=-x$. The original energy becomes

$$w=\frac{2Y}{3}x^2=\frac12\left(\frac{4Y}{3}\right)x^2.$$

This merely replaces $Y$ by $4Y/3$. The pull-in ratio stays at $e^{-1/2}$, while the voltage rises by the factor $\sqrt{4/3}$, or about 15 percent. Along the clamped direction the elastic stress $-2Yx/3$ less the electric pressure $p=-4Yx/3$ leaves $2Yx/3$, which is compressive. A real thin film would therefore tend to wrinkle unless it were prestretched; wrinkling is excluded here.

### (g) A soft silicone actuator

**Question.** Take $Y=0.30$ MPa, $\kappa=2.8$ and $t_0=50$ µm. Find the pull-in conditions and compare the field with a rough breakdown strength of 1 MV/cm.

**Answer.** The voltage scale is $t_0\sqrt{Y/\varepsilon}=5.50$ kV, and $v=1/\sqrt{2e}=0.429$. Therefore

$$V_{\mathrm{PI}}=0.429\times5.50\ \mathrm{kV}=2.36\ \mathrm{kV},
\qquad t=0.607\times50\ \mu\mathrm{m}=30.3\ \mu\mathrm{m}.$$

The true field is $2.36\ \mathrm{kV}/30.3\ \mu\mathrm{m}=0.78$ MV/cm, and the pressure is $Y/2=0.15$ MPa. The equilibria below pull-in are:

| $V$ (kV) | stable $t$ (µm) | unstable $t$ (µm) |
|---|---|---|
| 1.0 | 48.3 | 6.3 |
| 2.0 | 41.1 | 18.0 |
| 2.3 | 35.0 | 25.4 |

The last 0.3 kV before 2.3 kV thins the film by about 6 µm, about two thirds of the thinning over the whole of the first 2 kV (9 µm). Three effects steepen the curve: at fixed thickness the pressure grows as the square of the voltage, a given rise in voltage adds more pressure to a thinner film, and the stiffness found in part (d) falls towards zero at pull-in.

The assumed breakdown field is 1.29 times the pull-in field, a narrow margin for so rough a strength. Breakdown comes first if $\sqrt{Y/(2\varepsilon)}>E_b$, or $Y>2\varepsilon E_b^2=0.50$ MPa, with $\kappa=2.8$ and $E_b=1$ MV/cm held fixed.

These inputs are rough values for a soft silicone film. Silicones with moduli near 1 MPa are also in use, and under the same assumptions they would break down before pull-in. Real films need not follow the logarithmic law: a neo-Hookean film of equal small-strain modulus pulls in at $t/t_0=0.63$, with a voltage 7.5 percent lower. Electrodes are not perfectly compliant either. If they total 2 µm in thickness, have modulus 1 MPa and obey the same law, they raise $Y$ to an effective $0.30+1\times2/50=0.34$ MPa and the voltage by 6.5 percent, without changing the ratio. If $Y$ is proportional to absolute temperature, warming from 293 to 333 K raises the voltage by 6.6 percent, other parameters being fixed. Compression is negligible here: for a bulk modulus of 1 GPa, pressure over bulk modulus is $1.5\times10^{-4}$. Prestretch and creep are not included in these estimates.

### (h) A sudden voltage step

**Question.** The same film, now taken to be square or circular, is at rest at $x=0$ when the voltage is switched on suddenly. Neglect damping and find the condition for it to turn back.

**Answer.** By symmetry, the two in-plane strains stay equal during the motion, so $x$ alone describes it. The kinetic energy is zero at the start and at a turning point, so $g(x)=g(0)$ there:

$$\frac{Y}{2}x^2=\frac{\varepsilon V^2}{2t_0^2}\left(e^{-2x}-1\right)
\quad\Rightarrow\quad
v^2=\frac{x^2}{e^{-2x}-1},\qquad x<0.$$

The right side tends to zero both as $x\to0$ and as $x\to-\infty$, and has a maximum between them. If $v^2$ exceeds that maximum, there is no turning point and the film collapses. Numerically, the threshold is 2.21 kV, which is 6.2 percent below the slow-ramp value. Between these two voltages a stable equilibrium still exists, but inertia carries the film past it and over the barrier. At the threshold the film just reaches $t/t_0=0.45$, where the field is 0.98 MV/cm, close to the breakdown strength assumed in part (g). The threshold also rests on uniform motion, which is imposed here. A real thin film relaxes by waves that start at its free edges and overshoot where they meet. For a strip clamped in width, such waves lower the threshold to about 13 percent below the slow-ramp value, against 6 percent for uniform motion. In a film with unequal sides, inertia also makes the in-plane strains differ, and the film can turn back at least once above this threshold. The ratio $e^{-1/2}$ therefore marks the end of equilibrium under a slow ramp. The numerical output below lists these values and further variants of the model.

## Computed results

```
INPUTS (rough soft-silicone regime)
modulus Y = 0.30 MPa
relative permittivity = 2.80 (no unit)
initial thickness = 50.0 um
rough breakdown field = 1.00 MV/cm
PULL-IN
thickness ratio, formula = 0.606531 (no unit)
thickness ratio, numerical = 0.606531 (no unit)
thickness = 30.33 um
thinning = 39.35 percent
in-plane stretch = 1.2840 (no unit)
reduced voltage v = 0.42888 (no unit)
voltage unit t0*sqrt(Y/eps) = 5.5002 kV
voltage, formula = 2.3589 kV
voltage, numerical = 2.3589 kV
electric pressure = 0.1500 MPa
nominal field V/t0 = 0.4718 MV/cm
true field V/t = 0.7778 MV/cm
EQUILIBRIA: voltage, stable t, unstable t
1.00 kV, 48.26 um, 6.32 um
1.50 kV, 45.75 um, 11.12 um
2.00 kV, 41.12 um, 17.98 um
2.30 kV, 34.98 um, 25.42 um
CONTROL AND STRESS LAW
t/t0 at twice pull-in charge = 0.4068 (no unit)
t/t0 for stress Y(t/t0-1) = 0.6667 (no unit)
NEGLECTED EFFECTS: pull-in t/t0, voltage shift
neo-Hookean law: 0.6300, -7.47 percent
Gent law: 0.6261, -7.20 percent
varying permittivity: 0.5908, +5.26 percent
stiff electrodes: 0.6065, +6.46 percent
one direction clamped: 0.6065, +15.47 percent
Gent limit J = 100 (no unit)
Gent arrested thickness = 1.013 um
Gent arrested field = 21.61 MV/cm
permittivity exponent k = 0.10 (no unit)
electrode modulus = 1.00 MPa
total electrode thickness = 2.00 um
sudden-step voltage = 2.2131 kV
sudden-step shift = -6.18 percent
warming from 293 K to 333 K
voltage shift if Y ~ T = +6.61 percent
rough bulk modulus = 1.00 GPa
pressure/bulk modulus = 1.50e-04 (no unit)
breakdown/pull-in field = 1.286 (no unit)
Y where breakdown comes first > 0.4958 MPa
```
